# Reflectionless Paired Impurities in a Random-Dimer Chain

## Problem

An electron moves on an infinite chain with one orbital per site. Its amplitudes $c_n$ obey

$$E c_n=\varepsilon_n c_n-t\,(c_{n+1}+c_{n-1}),\qquad t>0. \tag{1}$$

Host sites have energy $h$. Impurity sites have energy $e$ and occur in adjacent pairs. Pairs may touch, but they share no site. The offset is $V=e-h\neq0$. The hopping $t$ is the same everywhere, and the motion is coherent.

1. For which $V$ does the host carry a travelling wave at $E=e$?
2. Show that one pair does not reflect this wave.
3. Extend the result to many pairs placed at random, and find $|c_n|$ along the chain.
4. Find the reflection of one pair at any band energy. What happens when $|V|\ge 2t$?
5. Compare a pair with a lone impurity, and apply the results to a GaAs/AlGaAs superlattice.

## Hints

**Hint 1.** Insert $c_n=e^{ikn}$ into the host equation. Choose the range of $k$ that gives a positive velocity.

**Hint 2.** Put the pair on sites 1 and 2. The equation at site 0 is still a host equation, and it involves $c_1$. How far does the incident-plus-reflected form therefore extend?

**Hint 3.** At $E=e$ the terms in $c_n$ cancel on an impurity site. Write down what remains on each of the two sites.

**Hint 4.** Away from $E=e$, use $x=(e-E)/t$, and obtain the transmission from current conservation.

## Solution

### 1. The host wave

With $c_n=e^{ikn}$, equation (1) on host sites gives

$$E=h-2t\cos k .$$

The velocity, in sites per unit time, is $\hbar^{-1}dE/dk=(2t/\hbar)\sin k$. It is positive for $0<k<\pi$, so $e^{ikn}$ moves to the right. At $E=e$ we need

$$\cos k=-\frac{V}{2t}.$$

This has a solution with $0<k<\pi$ if and only if $|V|<2t$. This inequality places the impurity energy inside the host band.

### 2. One pair at $E=e$

Let sites 1 and 2 have energy $e$, and write $z=e^{ik}$. The host equation at site 0 ties $c_1$ to $c_0$ and $c_{-1}$, so the left-hand form holds up to $n=1$. The host equation at site 3 ties $c_2$ to $c_3$ and $c_4$, so the right-hand form starts at $n=2$:

$$c_n=z^n+r z^{-n}\ (n\le1),\qquad c_n=\tau z^n\ (n\ge2). \tag{2}$$

The equations at sites 1 and 2 remain. At $E=e$ they read

$$c_2=-c_0,\qquad c_3=-c_1 .$$

Inserting (2) gives

$$\tau z^2=-(1+r),\qquad \tau z^3=-(z+r z^{-1}).$$

Multiply the first equation by $z$ and subtract the second:

$$0=-r(z-z^{-1})=-2i r\sin k .$$

Since $\sin k\neq0$ inside the band, $r=0$. The first equation then gives $\tau=-z^{-2}=-e^{-2ik}$, so $|\tau|=1$. The pair is reflectionless.

The reason is visible in the map from $(c_n,c_{n-1})$ to $(c_{n+1},c_n)$. At $E=e$ one impurity site sends $(c_1,c_0)$ to $(-c_0,c_1)$, a quarter turn. Two quarter turns make a half turn, which is multiplication by $-1$. A change of overall sign cannot create a reflected wave.

### 3. Many pairs in random order

Start with the pure incident wave, $(c_1,c_0)=(z,1)$. Crossing a host site multiplies this vector by $z$, because

$$2\cos k\; z-1=(z+z^{-1})z-1=z^2 .$$

Crossing a pair multiplies it by $-1$. After any sequence of host sites and pairs, the vector is still a number of modulus one times $(z,1)$. This is a pure outgoing wave, so $R=0$ and $T=1$ for the whole chain.

The amplitude has modulus one on host sites. Inside a pair, the half-way vector $(-c_0,c_1)$ also has entries of modulus one. Hence $|c_n|=1$ on every site: the state is extended although the order is random.

The argument uses pairing, not the spacing between pairs. It requires every run of impurities to have even length. An odd run acts at $E=e$ as a lone impurity, up to a sign, and reflects. Reflections from several odd runs can cancel only at special spacings and offsets, for example two lone impurities with three host sites between them at $V=t$.

### 4. One pair at any band energy

For general $x=(e-E)/t$, the equations at the two impurity sites are

$$c_2=x c_1-c_0,\qquad c_3=x c_2-c_1 .$$

By (2), $c_3=z c_2$, so the second equation becomes $(z-x)c_2=-c_1$. Substituting the first,

$$(z-x)(x c_1-c_0)=-c_1
\;\Rightarrow\;
c_1\,(xz-x^2+1)=c_0\,(z-x).$$

Now insert $c_1=z+r z^{-1}$ and $c_0=1+r$, and collect the terms in $r$:

$$r\left[2x-x^2z^{-1}-(z-z^{-1})\right]=-x-xz^2+x^2z=-xz\,(z+z^{-1}-x).$$

The host relation is $z+z^{-1}=2\cos k=(h-E)/t=x-V/t$. The right-hand side is therefore $xzV/t$, and

$$r=\frac{xz\,V/t}{D},\qquad D=2x-x^2z^{-1}-2i\sin k .$$

To find $|D|^2$, split $D$ into real and imaginary parts:

$$|D|^2=(2x-x^2\cos k)^2+(x^2-2)^2\sin^2k .$$

Expanding, with $\cos^2k+\sin^2k=1$ in the $x^4$ terms,

$$|D|^2=4\sin^2k+x^2(4\cos^2k-4x\cos k+x^2)=4\sin^2k+x^2(2\cos k-x)^2 .$$

The last bracket is $-V/t$, so $|D|^2=4\sin^2k+x^2V^2/t^2$.

For the transmission, multiply (1) by $c_n^*$ and take the imaginary part. Since $E$ and $\varepsilon_n$ are real, $\mathrm{Im}(c_n^*c_{n+1})$ is the same on every bond. On the left it equals $(1-|r|^2)\sin k$ and on the right $|\tau|^2\sin k$. Thus $T=1-R=4\sin^2k/|D|^2$, and

$$\frac{R}{T}=\frac{x^2V^2}{4t^2\sin^2k}
=\frac{(E-e)^2V^2}{t^2\,[4t^2-(E-h)^2]} . \tag{3}$$

Inside the band the denominator is positive, so a single pair is reflectionless at $E=e$ and at no other energy.

**Offset above the limit.** If $|V|>2t$, the zero of (3) lies outside the band and no band energy is reflectionless. For $V=2.3t$, the largest transmission found on a fine scan of the band is 0.37.

**Offset at the limit.** Let $V=2t$ and $E=e-\eta$, with small $\eta>0$. Then

$$\frac RT=\frac{4\eta^2}{4t\eta-\eta^2}=\frac{4\eta}{4t-\eta}\to\frac{\eta}{t}.$$

Reflection vanishes as the edge is approached, but so does the velocity. At the edge itself there is no incident current, which is why the condition is a strict inequality. The case $V=-2t$ is the mirror image at the lower edge.

### 5. A lone impurity, and a superlattice

For one impurity on site 1, both forms in (2) hold at $n=1$:

$$\tau z=z+r z^{-1}\;\Rightarrow\; r=z^2(\tau-1).$$

The site equation $c_2+c_0=xc_1$ becomes $\tau z^2+1+z^2(\tau-1)=x\tau z$. Dividing by $z$ and rearranging,

$$\tau(2z-x)=z-z^{-1}=2i\sin k .$$

Since $2z-x=-V/t+2i\sin k$, this gives $R/T=V^2/(4t^2\sin^2k)$. At $E=e$, $4t^2\sin^2k=4t^2-V^2$, so

$$R_{\rm lone}=\left(\frac{V}{2t}\right)^2 .$$

For the example, each site is a quantum well. Host wells are 3.11 nm wide (11 monolayers), paired wells 2.83 nm (10 monolayers), and barriers 3.96 nm. The masses, 0.067 and 0.092 electron masses, and the barrier height of 250 meV are rough typical inputs. A one-band effective-mass calculation gives the lowest miniband of a lattice of each well type. The midpoints define $h=124.27$ meV and $e=135.11$ meV, and a quarter of the host width defines $t=8.23$ meV. A lattice of thin wells alone would give 9.57 meV, so the uniform hopping is an approximation here; Variation 2 does without it. Then

$$V=135.11-124.27=10.84\ \text{meV}<2t=16.46\ \text{meV},$$

so the condition holds, with $V/t=1.32$ and $k=131^\circ$. A lone thin well reflects $(1.318/2)^2=0.43$ at $E=e$, while a pair reflects nothing. At $E=e+t/2$, equation (3) gives $R/T=0.434/0.696=0.62$, so the pair reflects $R=0.38$.

Consider 2000 random chains of 200 wells, of which 46% on average are thin. With the thin wells in pairs, $T=1$ at $E=e$ to rounding error. When the wells of each chain are shuffled singly, the mean of $\ln T$ is $-25.6$, a typical transmission of about $10^{-11}$. Composition and energy are the same in both cases; the order differs. These are site-model values. In the continuum treatment of Variation 2, at its own resonance, the shuffled chains give a mean $\ln T$ of about $-19$, a typical transmission near $10^{-8}$.

## Variation 1: how wide is the transparent window?

**Question.** Build a chain by choosing each next unit as a pair with probability $p$, or as one host site with probability $q=1-p$. Over what energy range around $e$ does a chain of $N$ sites still transmit well?

**Solution.** Near resonance each pair reflects weakly, with probability $R$. To leading order the reflected amplitudes add. Two successive pairs separated by $m$ host sites differ by the round-trip factor $z^{2m}$; the sign from crossing a pair is squared away. The probability of $m$ is $pq^m$, so the mean factor is

$$g=\sum_{m\ge0}pq^m z^{2m}=\frac{p}{1-qz^2}.$$

Pairs that are $l$ steps apart contribute $g^l$. The mean reflected intensity per pair is therefore $RS$, with

$$S=1+2\,\mathrm{Re}\sum_{l\ge1}g^l=1+2\,\mathrm{Re}\frac{g}{1-g}
=1+\frac{2p}{q}\,\mathrm{Re}\frac1{1-z^2}.$$

Because $1/(1-z^2)=\tfrac12+\tfrac i2\cot k$, we get $S=1+p/q=1/q$.

Now join long segments, each of which reflects weakly. For two of them,

$$\ln T_{12}=\ln T_1+\ln T_2-\ln|1-\rho e^{i\phi}|^2,$$

where $\rho$ is the product of the two reflection moduli. To order $\rho^2$, the last term contains only $e^{\pm i\phi}$ and $e^{\pm2i\phi}$. The random host lengths average these out when $z^2\ne1$ and $z^4\neq1$, apart from junction terms that do not grow with segment length. Both conditions hold at $E=e$, since $k=\pi/2$ would require $V=0$. Hence $-\langle\ln T\rangle$ grows in proportion to length.

A unit has mean length $2p+q=1+p$, so there are $p/(1+p)$ pairs per site, and

$$-\frac{\langle\ln T\rangle}{N}\simeq\frac{p}{1+p}\,\frac{R}{1-p}=\frac{pR}{1-p^2}.$$

With $R\simeq(E-e)^2V^2/[t^2(4t^2-V^2)]$ from (3), setting the total to one gives the half-width

$$\delta=\frac{t}{|V|}\sqrt{\frac{(4t^2-V^2)(1-p^2)}{pN}} .$$

The window narrows as $N^{-1/2}$. The result needs weak reflection, a $\delta$ small compared with the distance from $e$ to the band edges, and $p$ not close to one, where $g\to1$ and many neighbouring pairs reflect in phase.

For the superlattice with $p=0.3$ and $N=200$,

$$\delta=0.759\sqrt{153.3\times0.91/60}\ \text{meV}=1.16\ \text{meV}.$$

Averaged over $E=e\pm\delta$, the random chains give $-\langle\ln T\rangle=1.03$, against the intended 1. The two sides differ: about 0.72 at $e-\delta$ and 1.33 at $e+\delta$, which lies nearer the upper band edge. The window thus extends about 1.35 meV below $e$ and 1.0 meV above it. Long random products at detunings $\pm0.05t$ give a mean rate of $6.36\times10^{-4}$ per site; the formula gives $6.34\times10^{-4}$.

## Variation 2: does the resonance survive in a continuous potential?

**Question.** Replace each site by a barrier–well–barrier cell, described by a real transfer matrix $M$ of unit determinant. When are two equal adjacent cells reflectionless?

**Solution.** Every $2\times2$ matrix satisfies its own characteristic equation. With $\det M=1$,

$$M^2=(\mathrm{tr}\,M)\,M-1 .$$

If $\mathrm{tr}\,M=0$, then $M^2=-1$ and the argument of part 3 applies, provided this energy lies in the host miniband. If $\mathrm{tr}\,M\neq0$, the part of $M^2$ that mixes right- and left-moving host waves is $\mathrm{tr}\,M$ times that of $M$, so the pair reflects unless a single cell is already reflectionless. The site model is the special case $\mathrm{tr}\,M=x$.

In the superlattice the trace vanishes at 132.02 meV, inside the host band. One of the random chains, rebuilt layer by layer, has $T=1$ there to rounding error. This energy is 3.09 meV below the model's $e$, a shift larger than the half-width of the window, which is 1.16 meV in the site model and about 1.6 meV in the continuum. At the model's $e$, one continuum pair reflects 0.07. In a lattice of thin wells, zero trace means a Bloch phase of $\pi/2$ per cell, which is the midpoint of a cosine band. The shift thus measures how far the true miniband departs from a cosine. The transparency survives, but its energy must come from the continuum calculation.

**Beside a real superlattice.** The numbers below, from the site model unless stated otherwise, show what the idealizations hide.

- **Growth errors.** Suppose 1% of host wells, a chosen rate, are one monolayer too thin. That makes about $200\times0.539\times0.01=1.08$ lone impurities per chain, and $1.08\ln(1-0.434)=-0.61$. The computed mean of $\ln T$ is also $-0.61$, a geometric mean of $T$ of 0.54 instead of 1. In the continuum a lone thin well reflects 0.33 at the resonance instead of 0.43, which raises this mean to about 0.65. Real monolayer steps also vary within the plane, which the chain cannot describe.
- **Temperature.** With the Fermi level at $e$ and a single channel, the thermally averaged $T$ is 0.82 at 4.2 K, 0.10 at 77 K and 0.03 at 300 K. In the continuum, with the Fermi level at the resonance found there, the values are about 0.88, 0.135 and 0.035, the last digit depending on the sample of chains. Energies outside the miniband count as $T=0$; at 300 K they carry about 70% of the thermal weight.
- **Coherence.** For a rough scattering time of 1 ps, an electron at $E=e$ covers about 19 periods, far fewer than 200. Coherent transmission through the full chain would then not describe the device.
- **Field.** About 8 V/cm drops one half-width $\delta$ along the 1.4 µm chain.
- **Nonparabolicity.** A rough correction of 0.6 per eV to the well mass changes $t$ to 7.9 meV and leaves $V$ at 10.8 meV, so $|V|<2t$ still holds. It also lowers the continuum resonance by about 1.3 meV. The barrier mass is energy dependent too: a rough 0.5 per eV there, which lightens the mass below the barrier edge, gives $t\approx8.5$ meV and $V\approx10.7$ meV, and turns the net shift into a rise of about 1.0 meV. The condition $|V|<2t$ holds either way, but the resonance energy is uncertain by an amount comparable with the half-width of the window.

Coulomb effects and in-plane scattering are left out. The numerical output follows this text.

## Computed values

```
Monolayer thickness (rough input): 0.283 nm
Host well width: 3.113 nm
Paired well width: 2.83 nm
Barrier width: 3.962 nm
Well mass (rough input): 0.067 electron masses
Barrier mass (rough input): 0.092 electron masses
Barrier height (rough input): 250 meV
Host level h: 124.27 meV
Pair level e: 135.11 meV
Host hopping t: 8.228 meV
Offset V = e - h: 10.84 meV
Band limit 2t: 16.46 meV
V/t: 1.318
Wave number k at E = e: 131.2 degrees
Lone thin well, R at E = e: 0.4341
One pair, R at E = e + t/2: 0.3842
Largest T of a pair with V = 2.3 t: 0.3695
Wells in chain: 200
Pair probability p: 0.3
Mean fraction of thin wells: 0.4614
Random pairs, largest |T - 1| at E = e: 9e-16
Same wells unpaired, mean ln T at E = e: -25.56
Detuning in rate test: 0.05 t
Rate -<ln T> per site, measured: 0.000636
Rate -<ln T> per site, formula: 0.000634
Half-width of window, 200 wells: 1.16 meV
Mean -ln T at the half-width: 1.03
Continuum resonance energy: 132.02 meV
Continuum resonance minus e: -3.09 meV
Continuum random chain, |T - 1| at its resonance: 1e-13
Continuum lone well, R at that resonance: 0.329
Continuum single pair, R at model e: 0.0698
Hopping in a lattice of thin wells: 9.565 meV
Nonparabolicity (rough input): 0.6 1/eV
Hopping with nonparabolicity: 7.912 meV
Offset with nonparabolicity: 10.81 meV
Growth error rate per host well (input): 0.01
Mean ln T at E = e with growth errors: -0.609
Thermal energy at 4.2 K: 0.362 meV
Thermally averaged T at 4.2 K: 0.815
Thermal energy at 77 K: 6.64 meV
Thermally averaged T at 77 K: 0.0992
Thermal energy at 300 K: 25.9 meV
Thermally averaged T at 300 K: 0.0258
Scattering time (rough input): 1 ps
Level broadening hbar/tau: 0.658 meV
Coherent path: 18.8 periods
Host period: 7.075 nm
Chain length, counted in host periods: 1415 nm
Field that drops one half-width over chain: 8.18 V/cm
```
